# Forward focusing in silicon and the photoelectron thickness of its oxide: a numerical check

```python
"""
Result under test: a crystal that multiplies the substrate photoelectron signal
by A(direction) shifts the oxide thickness read from the Si 2p ratio by
    d_app - d = L c ln( exp(-x) + (1-exp(-x))/A ),   x = d/(L c),
and A exceeds 1 along low-index rows because the atoms of a row focus electrons.
L: attenuation length in oxide, c: cosine of emission angle from the normal.
A is computed by reciprocity: emission from a site into a direction equals the
density at that site of a wave sent in from that direction. The reference is the
same stack of atomic layers with random lateral shifts, which breaks the rows.
Internal units are hartree atomic units; the cell x axis is the [110] direction.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from pyscf import gto, scf

BOHR = sc.physical_constants["Bohr radius"][0] * 1e9       # nm
HARTREE = sc.physical_constants["Hartree energy in eV"][0]

# Round parameters of the example
energy_ev, lattice_nm, thermal_nm = 1385.0, 0.5431, 0.0076
mfp_si_nm, L_ox, R0, acceptance = 3.0, 3.4, 0.9, 5.0
k = np.sqrt(2 * energy_ev / HARTREE)
a = lattice_nm / BOHR
side = a / np.sqrt(2)
u = thermal_nm / BOHR
mfp = mfp_si_nm / BOHR


def atom_form_factor(symbol):
    """Spherically averaged UHF density -> spline of its Fourier transform."""
    mol = gto.M(atom=symbol + " 0 0 0", basis="cc-pvtz", spin=2, verbose=0)
    mf = scf.UHF(mol)
    mf.kernel()
    dm = np.asarray(mf.make_rdm1()).sum(axis=0)
    r = np.exp(np.linspace(np.log(1e-5), np.log(25.0), 1500))
    axes = [s * e for e in np.eye(3) for s in (1, -1)]
    diag = [np.array([i, j, m]) / np.sqrt(3)
            for i in (1, -1) for j in (1, -1) for m in (1, -1)]
    rho = np.zeros_like(r)
    for w, group in ((1 / 15, axes), (3 / 40, diag)):
        for e in group:
            ao = mol.eval_gto("GTOval_sph", r[:, None] * e[None, :])
            rho += w * ((ao @ dm) * ao).sum(axis=1)
    shell = 4 * np.pi * r**3 * rho * np.log(r[1] / r[0])    # log-grid weight
    q = np.linspace(0, 32, 1000)
    f = np.array([(shell * np.sinc(qi * r / np.pi)).sum() for qi in q])
    r2 = (shell * r**2).sum()
    r2_analytic = np.einsum("ij,ji", dm, mol.intor("int1e_r2"))
    assert abs(f[0] - mol.nelectron) < 5e-3
    assert abs(r2 / r2_analytic - 1) < 5e-3
    return CubicSpline(q, f), f[0], r2


f_si, n_si, r2_si = atom_form_factor("Si")
f_o, n_o, r2_o = atom_form_factor("O")

# Diamond lattice in the tetragonal cell (side, side, a); surface half a layer up
sites = np.array([[0, 0, .125], [.5, 0, .375], [.5, .5, .625], [0, .5, .875]])
bond = np.linalg.norm((sites[1] - sites[0]) * np.array([side, side, a]))
assert abs(bond / a - np.sqrt(3) / 4) < 1e-12


def beam_potential(m_max, z_frac):
    """Lateral beams g and matrices of U = -2V between them at given depths."""
    rng_m = np.arange(-m_max, m_max + 1)
    mn = np.array([(i, j) for i in rng_m for j in rng_m
                   if i * i + j * j <= m_max**2])
    d = np.arange(-2 * m_max, 2 * m_max + 1)
    l = np.arange(-20, 21)
    H, K, Lz = np.meshgrid(d, d, l, indexing="ij")
    G = 2 * np.pi * np.sqrt((H / side)**2 + (K / side)**2 + (Lz / a)**2)
    G[G == 0] = 1.0
    U = 8 * np.pi * (n_si - f_si(G)) / G**2 / (side**2 * a)
    U = U * np.exp(-G**2 * u**2 / 2)
    U[2 * m_max, 2 * m_max, 20] = 0.0       # mean potential: refraction only
    S = sum(np.exp(-2j * np.pi * (H * s[0] + K * s[1] + Lz * s[2]))
            for s in sites)
    phase = np.exp(2j * np.pi * np.outer(l, z_frac))
    table = (U * S) @ phase
    di = mn[:, None, 0] - mn[None, :, 0] + 2 * m_max
    dj = mn[:, None, 1] - mn[None, :, 1] + 2 * m_max
    mats = np.ascontiguousarray(np.moveaxis(table[di, dj], -1, 0))
    return 2 * np.pi * mn / side, mats


def thermal_matrix(g):
    dg2 = ((g[:, None, :] - g[None, :, :])**2).sum(axis=-1)
    return np.exp(-dg2 * u**2 / 2)


def site_density(psi, g, smear, j):
    v = psi * np.exp(1j * (g @ (sites[j, :2] * side)))[:, None]
    return np.real(np.conj(v) * (smear @ v)).sum(axis=0)


SLICES = 48


def one_way(n, m_max, periods, path, rng=None):
    """Density at the emitters of each layer; rng given = shuffled layers."""
    g, mats = beam_potential(m_max, (np.arange(SLICES) + .5) / SLICES)
    mats = mats.astype(np.complex64)
    smear = thermal_matrix(g)
    q2 = ((g[:, None, :] + k * n[None, :, :2])**2).sum(axis=-1)
    ok = q2 < (0.94 * k)**2                 # drop grazing and evanescent beams
    kz = np.sqrt(np.where(ok, k**2 - q2, k**2))
    isq = np.where(ok, kz**-0.5, 0.0).astype(np.float32)
    dz = a / SLICES
    free = np.exp(.5 * dz * (1j * (kz - k * n[None, :, 2])
                             - k / (2 * path * kz))).astype(np.complex64)
    c = np.zeros(kz.shape, np.complex64)
    start = np.where((g**2).sum(axis=1) < 1e-12)[0][0]
    c[start] = np.sqrt(k * n[:, 2])
    per_layer = SLICES // 4
    out = []
    for step in range(periods * SLICES):
        s = step % SLICES
        if rng is not None and s % per_layer == 0:
            shift = rng.random((2, n.shape[0])) * side
            c = c * np.exp(1j * (g @ shift)).astype(np.complex64)
        c = c * free
        term = c
        for order in range(1, 5):
            term = complex(0, dz / 2 / order) * (isq * (mats[s] @ (isq * term)))
            c = c + term
        c = c * free
        if (s + 1) % per_layer == per_layer // 2:
            out.append(site_density(isq * c, g, smear, s // per_layer))
    return np.array(out)


def full_wave(n, m_max, periods):
    """Second-order wave equation with backscattering, solved by a sweep."""
    fine = 480
    g, mats = beam_potential(m_max, np.arange(fine) / fine)
    smear = thermal_matrix(g)
    kz = np.sqrt(k**2 - ((g + k * n[:2])**2).sum(axis=1))
    dz = a / fine
    e = np.exp(1j * kz * dz)
    X = np.diag(e)
    sweep = []
    for i in range(periods * fine, -1, -1):
        X = np.linalg.inv(np.diag(2 * np.cos(kz * dz))
                          - dz**2 * mats[i % fine] - X)
        sweep.append(X)
    sweep = sweep[::-1]
    inc = ((g**2).sum(axis=1) < 1e-12).astype(complex)
    refl = np.linalg.solve(np.eye(len(g)) - sweep[0] * e[None, :],
                           sweep[0] @ (inc / e) - inc)
    psi = inc + refl
    out = []
    for i in range(1, periods * fine + 1):
        psi = sweep[i] @ psi
        if (i % fine) in [fine * (2 * j + 1) // 8 for j in range(4)]:
            j = (8 * (i % fine) // fine - 1) // 2
            out.append(site_density(psi[:, None], g, smear, j)[0])
    return np.array(out)


def unit(theta, phi):
    t, p = np.radians([theta, phi])
    return np.array([np.sin(t) * np.cos(p), np.sin(t) * np.sin(p), np.cos(t)])


POINTS = 19


def cone(theta, phi):
    """Directions filling the acceptance cone evenly."""
    n0, e1 = unit(theta, phi), unit(theta + 90, phi)
    e2 = np.cross(n0, e1)
    i = np.arange(POINTS)
    r = np.tan(np.radians(acceptance) * np.sqrt((i + .5) / POINTS))
    w = i * np.pi * (3 - np.sqrt(5))
    v = n0 + (r * np.cos(w))[:, None] * e1 + (r * np.sin(w))[:, None] * e2
    return v / np.linalg.norm(v, axis=1)[:, None]


def normalized_yield(layers, n, path):
    depth = (np.arange(len(layers)) + .5) * a / 4
    return layers.sum(axis=0) / np.exp(-depth[:, None]
                                       / (path * n[None, :, 2])).sum(axis=0)


# Focusing with and without backscattering: second period against first period
checks = {}
for label, n in (("[001]", unit(0, 0)), ("34 deg", unit(34, 22.5))):
    exact = full_wave(n, 4, 2)
    approx = one_way(n[None, :], 4, 2, np.inf)[:, 0]
    checks[label] = (exact[4:].mean() / exact[:4].mean(),
                     approx[4:].mean() / approx[:4].mean())

# Directional factors
theta112 = np.degrees(np.arccos(2 / np.sqrt(6)))
geometry = [("[001]", 0, 0), ("tilt 5", 5, 22.5), ("tilt 10", 10, 22.5),
            ("tilt 20", 20, 22.5), ("tilt 31", 31, 22.5),
            ("tilt 34", 34, 22.5), ("tilt 37", 37, 22.5),
            ("[112]", theta112, 0), ("[101]", 45, 45)]
names = [x[0] for x in geometry]
dirs = np.concatenate([cone(t, p) for _, t, p in geometry])
PERIODS = 12
all_dirs = np.vstack([dirs, unit(0, 0)])
layers = one_way(all_dirs, 6, PERIODS, mfp)
crystal_all = normalized_yield(layers, all_dirs, mfp)
crystal = crystal_all[:-1].reshape(-1, POINTS).mean(axis=1)
twice = np.vstack([dirs, dirs])
shuffled_all = normalized_yield(
    one_way(twice, 6, PERIODS, mfp, np.random.default_rng(7)), twice, mfp)
samples = shuffled_all.reshape(2, -1, POINTS).transpose(1, 0, 2)
samples = samples.reshape(len(names), -1)
shuffled = samples.mean(axis=1)
noise = samples.std(axis=1, ddof=1) / np.sqrt(samples.shape[1]) / shuffled
A = dict(zip(names, crystal / shuffled))
F = dict(zip(names, crystal))
S = dict(zip(names, shuffled))

# More beams: the contrast between axis and off-axis direction must persist
two = np.concatenate([cone(0, 0), cone(34, 22.5)])
more = normalized_yield(one_way(two, 8, PERIODS, mfp), two, mfp)
more = more.reshape(2, POINTS).mean(axis=1)
contrast, contrast_more = F["[001]"] / F["tilt 34"], more[0] / more[1]
contrast_shuffled = S["[001]"] / S["tilt 34"]


# Thickness bias: closed form against depth integrals inverted numerically
def apparent(d, c, factor):
    x = d / (L_ox * c)
    return d + L_ox * c * np.log(np.exp(-x) + (1 - np.exp(-x)) / factor)


def ratio_by_quadrature(d, c, factor):
    bulk_ox = quad(lambda z: np.exp(-z / (L_ox * c)), 0, 40 * L_ox * c)[0]
    bulk_si = quad(lambda z: np.exp(-z / (mfp_si_nm * c)), 0,
                   40 * mfp_si_nm * c)[0]
    ox = quad(lambda z: np.exp(-z / (L_ox * c)), 0, d)[0]
    si = factor * quad(lambda z: np.exp(-d / (L_ox * c) - z / (mfp_si_nm * c)),
                       0, 40 * mfp_si_nm * c)[0]
    return R0 * (ox / bulk_ox) / (si / bulk_si)


for d_test in (0.5, 2.0, 6.0):
    for name, theta, _ in geometry:
        c = np.cos(np.radians(theta))
        target = ratio_by_quadrature(d_test, c, A[name])
        root = brentq(lambda d: ratio_by_quadrature(d, c, 1.0) - target,
                      1e-6, 20.0)
        assert abs(root - apparent(d_test, c, A[name])) < 1e-5
A0 = A["[001]"]
assert abs(apparent(1e-4, 1, A0) / 1e-4 - 1 / A0) < 1e-3
assert abs(apparent(40., 1, A0) - 40 + L_ox * np.log(A0)) < 1e-3


# Neglected effects: elastic scattering in the oxide and refraction
def born_cross_section(f, electrons):
    q = np.linspace(0.02, 2 * k, 4000)
    y = (2 * (electrons - f(q)) / q**2)**2 * q
    return 2 * np.pi / k**2 * ((y[1:] + y[:-1]) / 2 * np.diff(q)).sum()


sigma_si = born_cross_section(f_si, n_si) * BOHR**2
sigma_o = born_cross_section(f_o, n_o) * BOHR**2
units_per_nm3 = 2.2e3 * sc.N_A / 60.08e-3 * 1e-27
elastic_nm = 1 / (units_per_nm3 * (sigma_si + 2 * sigma_o))
d_ex = 2.0
survive = np.exp(-d_ex / elastic_nm)
A_low = 1 + (A0 - 1) * survive
inner_ev = 2 * np.pi / 3 * r2_si * 8 / a**3 * HARTREE
bend = 34 - np.degrees(np.arcsin(np.sin(np.radians(34))
                                 / np.sqrt(1 + inner_ev / energy_ev)))


def axis_distance(family):
    """Smallest angle between the 34 degree direction and a family of axes."""
    n = unit(34, 22.5)
    cubic = np.array([(n[0] - n[1]) / np.sqrt(2),
                      (n[0] + n[1]) / np.sqrt(2), n[2]])
    best = np.sort(np.abs(cubic)) @ np.sort(family) / np.linalg.norm(family)
    return np.degrees(np.arccos(best))


print(f"electron energy {energy_ev:.0f} eV, wavelength "
      f"{2*np.pi/k*BOHR:.4f} nm")
print(f"mean free path in Si {mfp_si_nm} nm, L in oxide {L_ox} nm, R0 {R0}")
print(f"thermal displacement {thermal_nm} nm, lattice constant {lattice_nm} nm")
print(f"acceptance half-angle {acceptance} deg, crystal depth "
      f"{PERIODS*lattice_nm:.2f} nm")
print("second/first period density: full wave, one-way")
for label, (e_val, o_val) in checks.items():
    print(f"  {label}: {e_val:.3f}, {o_val:.3f}")
print("direction: crystal yield, shuffled yield, A, rel. std error of A")
for i, name in enumerate(names):
    print(f"  {name}: {F[name]:.3f}, {S[name]:.3f}, {A[name]:.3f}, "
          f"{noise[i]:.3f}")
print(f"A on [001] for vanishing acceptance: {crystal_all[-1]/S['[001]']:.3f}")
depths = (np.arange(len(layers)) + .5) * a / 4
profile = (layers[:, :POINTS] / np.exp(-depths[:, None]
           / (mfp * dirs[None, :POINTS, 2]))).mean(axis=1)
profile = profile.reshape(PERIODS, 4).mean(axis=1)
print("[001] cone, undamped density per period relative to first, 1 to 8:")
print("  " + " ".join(f"{x:.2f}" for x in profile[:8] / profile[0]))
print(f"yield ratio [001]/34 deg: crystal {contrast:.3f}, "
      f"shuffled {contrast_shuffled:.3f}")
print(f"same crystal ratio with more beams: {contrast_more:.3f}")
print(f"apparent thickness of {d_ex} nm oxide, and bias (nm):")
for name, theta, _ in geometry:
    d_app = apparent(d_ex, np.cos(np.radians(theta)), A[name])
    print(f"  {name}: {d_app:.3f}, {d_app-d_ex:+.3f}")
print("[001] bias (nm) for 0.5, 2 and 6 nm oxide: "
      + ", ".join(f"{apparent(d, 1, A0)-d:+.3f}" for d in (.5, 2., 6.)))
print(f"[001] thick-film limit of bias: {-L_ox*np.log(A0):+.3f} nm")
print("34 deg direction, angle to nearest axis (deg):")
for label, fam in (("<001>", [0, 0, 1]), ("<110>", [1, 1, 0]),
                   ("<111>", [1, 1, 1]), ("<112>", [1, 1, 2])):
    print(f"  {label}: {axis_distance(np.array(fam)):.1f}")
print(f"Born elastic mean free path in oxide: {elastic_nm:.2f} nm")
print(f"share not elastically scattered in {d_ex} nm at normal: {survive:.3f}")
print(f"[001] A and bias if only that share keeps the pattern: {A_low:.3f}, "
      f"{apparent(d_ex, 1, A_low)-d_ex:+.3f} nm")
print(f"free-atom inner potential {inner_ev:.1f} eV, refraction at 34 deg "
      f"{bend:.2f} deg")

# One-way propagation neglects backscattering and second order in V/E
for e_val, o_val in checks.values():
    assert abs(o_val / e_val - 1) < 0.15
assert checks["[001]"][0] > 1.2
# Beam truncation removes large-angle scattering
assert abs(contrast_more / contrast - 1) < 0.12
# Rows focus; breaking the rows removes most of the contrast
assert A["[001]"] > 1.1 and A["[101]"] > 1.1
assert abs(contrast_shuffled - 1) < 0.5 * abs(contrast - 1)
assert abs(A["tilt 34"] - 1) < A["[001]"] - 1
# A bulk ratio measured on the same crystal in the same direction absorbs A
R_same = ratio_by_quadrature(d_ex, 1.0, A0)
R0_same = R0 / A0
assert abs(L_ox * np.log(1 + R_same / R0_same) - d_ex) < 1e-6
print("all tests passed")
```

Output:

```
electron energy 1385 eV, wavelength 0.0330 nm
mean free path in Si 3.0 nm, L in oxide 3.4 nm, R0 0.9
thermal displacement 0.0076 nm, lattice constant 0.5431 nm
acceptance half-angle 5.0 deg, crystal depth 6.52 nm
second/first period density: full wave, one-way
  [001]: 1.906, 1.918
  34 deg: 0.759, 0.750
direction: crystal yield, shuffled yield, A, rel. std error of A
  [001]: 1.967, 1.239, 1.587, 0.014
  tilt 5: 1.460, 1.267, 1.152, 0.017
  tilt 10: 0.966, 1.289, 0.750, 0.018
  tilt 20: 1.111, 1.270, 0.875, 0.016
  tilt 31: 1.333, 1.342, 0.993, 0.018
  tilt 34: 1.173, 1.323, 0.886, 0.020
  tilt 37: 1.171, 1.248, 0.938, 0.020
  [112]: 1.619, 1.272, 1.274, 0.014
  [101]: 1.897, 1.153, 1.646, 0.021
A on [001] for vanishing acceptance: 2.703
[001] cone, undamped density per period relative to first, 1 to 8:
  1.00 1.74 1.82 1.90 1.83 1.81 1.54 1.38
yield ratio [001]/34 deg: crystal 1.677, shuffled 0.937
same crystal ratio with more beams: 1.750
apparent thickness of 2.0 nm oxide, and bias (nm):
  [001]: 1.389, -0.611
  tilt 5: 1.795, -0.205
  tilt 10: 2.468, +0.468
  tilt 20: 2.206, +0.206
  tilt 31: 2.010, +0.010
  tilt 34: 2.178, +0.178
  tilt 37: 2.092, +0.092
  [112]: 1.676, -0.324
  [101]: 1.398, -0.602
[001] bias (nm) for 0.5, 2 and 6 nm oxide: -0.177, -0.611, -1.245
[001] thick-film limit of bias: -1.571 nm
34 deg direction, angle to nearest axis (deg):
  <001>: 34.0
  <110>: 17.9
  <111>: 25.8
  <112>: 12.8
Born elastic mean free path in oxide: 1.73 nm
share not elastically scattered in 2.0 nm at normal: 0.315
[001] A and bias if only that share keeps the pattern: 1.185, -0.245 nm
free-atom inner potential 13.5 eV, refraction at 34 deg 0.19 deg
all tests passed
```
